Weakest-Link Area Scaling of Dielectric Breakdown Lifetime

A thin insulating film is held at constant voltage. Defects accumulate in it until, somewhere, they form a conducting path from one electrode to the other, and the film is then counted as failed. Nominally equal films fail at different times, so lifetime is described by a distribution. F(t) is the probability that a film has failed by stress time t, and S(t) = 1 − F(t) is the probability that it has survived. The problem asks how this distribution changes with film area when the stress is held fixed.

**(a) A film of area A₀ has the failure probability F₀(t). Find the failure probability of a film of area A, and state what must be assumed.**

Take first A = M A₀ with M a whole number, and divide the film into M parts of area A₀. Three assumptions are needed.

1. The film fails when its first part fails.
2. The parts are statistically identical. This holds if they have the same material and the same local stress, meaning the same voltage across the film, thickness and temperature.
3. The parts fail independently.

By the first assumption the film survives to time t if all M parts survive. By the third, the probability of this joint event is the product of the separate probabilities, and by the second the factors are equal:

S_A(t) = [S₀(t)]^M.

Fractional area ratios follow from the same rule. Let A = (r/s)A₀ with whole numbers r and s, and let S₁ be the survival probability of a piece of area A₀/s. Then S₀ = S₁^s and S_A = S₁^r, so S_A = S₀^(r/s). The pieces must still be large enough to fail independently. Hence

F_A(t) = 1 − [1 − F₀(t)]^(A/A₀).

The logarithm turns the product into a sum. Define the cumulative hazard

H(t) = −ln[1 − F(t)].

Then

H_A(t) = (A/A₀) H₀(t).

The cumulative hazard is proportional to area. While F is small, H ≈ F, and doubling the area doubles the failed fraction. Later F saturates at 1, while H continues to grow.

Independence matters. In the opposite extreme, where all parts of one film fail at the same moment, S_A = S₀ and the area has no effect.

**(b) Model the film as N columns standing side by side, each a stack of n cells. By time t each cell is defective, independently of the others, with probability p = (t/τ)^α for t < τ. A column conducts when all its cells are defective. Find H(t) for the film.**

The power law for p is an assumption about how defects are generated; τ is a time and α a positive number. The n cells of a column are independent, so the column has failed with probability

x = pⁿ = (t/τ)^(nα).

The N columns are the parts of a weakest-link film, and part (a) gives

F = 1 − (1 − pⁿ)^N,

H = −N ln(1 − pⁿ).

As a small illustration, let three columns of two cells have p = 0.3. One column conducts with probability 0.3² = 0.09, and the film has failed with probability 1 − 0.91³ = 0.246.

**(c) Simplify H for a film of many columns. Find the time η at which a fraction 1 − 1/e of the films has failed, and its dependence on area.**

The series of the logarithm, valid for 0 ≤ x < 1, gives

H = N(x + x²/2 + x³/3 + …).

The failures of interest occur where H is of order 1. There x is of order 1/N. The first term Nx is then of order 1, the second is of order 1/N, and the later ones are smaller still. For large N,

H = N(t/τ)^β, with β = nα.

The failure probability is therefore

F(t) = 1 − exp[−N(t/τ)^β].

This is a Weibull distribution with shape parameter β. A thicker film has more cells per column and a larger β. Relative to their typical value, its failure times are less scattered, because each column needs more coincidences and x rises more steeply with time.

The condition F = 1 − 1/e means exp(−H) = 1/e, or H = 1. Thus

N(η/τ)^β = 1,

η = τ N^(−1/β).

This η is called the characteristic lifetime. The number of columns is proportional to area at fixed thickness and cell size. If N₀ columns make up the area A₀, then N = N₀A/A₀. Write η₀ = τN₀^(−1/β) for the characteristic lifetime at A₀. Dividing the two lifetimes removes τ and N₀:

η(A) = η₀ (A/A₀)^(−1/β).

At fixed stress the characteristic lifetime varies as area to the power −1/β. In terms of η₀ the distribution reads

F_A(t) = 1 − exp[−(A/A₀)(t/η₀)^β].

If the part of area A₀ obeys the Weibull law exactly, part (a) gives this formula with no large-N limit. For the column model the error can be found. Setting H = 1 before any approximation gives ln(1 − x) = −1/N, or

x = 1 − exp(−1/N) = (1/N)[1 − 1/(2N) + …].

Since η = τx^(1/β), the leading relative correction to η is −1/(2βN). It is negligible for thousands of columns but not for a few. With β = 1.6, the ratio of the unapproximated lifetimes at 4 and 2 columns corresponds to an exponent

ln{[1 − exp(−1/4)]/[1 − exp(−1/2)]}/(1.6 ln 2) = −0.519,

whereas −1/β = −0.625.

Two limits help in reading the law. As β grows, the exponent tends to zero: all parts fail at nearly the same time, and more of them give little chance of an early failure. For small β the lifetimes are widely scattered, a large film is likely to contain a very weak part, and the lifetime falls steeply with area.

**(d) Do the mean lifetime and the time to a given failed fraction q scale in the same way? What does a change of area do to a plot of ln H against ln t?**

For a Weibull film H = (t/η)^β. The failed fraction is q when H = −ln(1 − q), so

t_q = η[−ln(1 − q)]^(1/β).

The bracket does not contain the area. The mean of a positive random time is the integral of its survival probability:

⟨t⟩ = ∫₀^∞ exp[−(t/η)^β] dt.

Substitute u = (t/η)^β. Then t = ηu^(1/β) and dt = (η/β)u^(1/β − 1) du, which gives

⟨t⟩ = (η/β) ∫₀^∞ u^(1/β − 1) exp(−u) du = (η/β)Γ(1/β) = ηΓ(1 + 1/β).

The last step uses zΓ(z) = Γ(z + 1) with z = 1/β. The mean and every t_q are thus fixed multiples of η, and all of them vary as A^(−1/β).

On the plot,

ln H = β ln t − β ln η₀ + ln(A/A₀).

This is a straight line of slope β. A larger area raises it by ln(A/A₀), which is the same as moving it to earlier ln t by ln(A/A₀)/β. Data from different areas, each shifted by its own −ln(A/A₀), should fall on one line within sampling error. If they fall on separate curves, at least one assumption of part (a) fails. If they fall on a common curve that is not straight, the assumptions of part (a) can still hold, but the parts do not obey a Weibull law.

**(e) The parts need not obey a Weibull law. Find a condition on F₀ under which the same exponent appears at large area, and examine lognormal parts.**

Let M = A/A₀ be large. The film fails when H₀ is about 1/M, so only the earliest failures of the parts matter. Suppose that at early times

F₀(t) = (t/θ)^β [1 + ε(t)], with ε → 0 as t → 0,

where θ is a constant time. Measure time in the shrinking unit θM^(−1/β), by setting t = θM^(−1/β)u. At fixed u,

M F₀ = u^β(1 + ε) → u^β.

Since F₀ → 0, the hazard M[−ln(1 − F₀)] has the same limit. The large film is a Weibull film with η = θM^(−1/β), whatever F₀ does at later times.

Lognormal parts do not meet the condition. Let ln(t/t_m) be normally distributed with mean 0 and standard deviation 1, where t_m is the median lifetime of a part. With Φ the cumulative normal distribution, F₀ = Φ(ln(t/t_m)). The condition H = 1 requires F₀ = 1 − exp(−1/M), so

ln(η/t_m) = Φ⁻¹(1 − exp(−1/M)).

Evaluating the inverse function numerically gives an average exponent of −0.442 between 10 and 100 parts, and of −0.212 between 10⁵ and 10⁶ parts. The exponent drifts towards zero. To see why, write F₀ = Φ(−z) for large z. The normal tail is dominated by exp(−z²/2), so F₀ ≈ 1/M gives z ≈ √(2 ln M). Then ln(η/t_m) ≈ −√(2 ln M), and its slope against ln M is about −1/√(2 ln M). A law fitted to small films can therefore mislead when it is carried to a much larger area, even if it fits the small films well.

**(f) One MgO tunnel barrier is 1.1 nm thick and 80 nm in diameter. At a barrier voltage of 1.2 V it has η₀ = 100 s. Use cells of edge 0.55 nm and α = 0.8. Find the characteristic lifetime of an array of one million such junctions if one failed junction counts as failure of the array.**

The thickness holds n = 1.1/0.55 = 2 cells, so β = 2 × 0.8 = 1.6 and −1/β = −0.625. The junction area is π(40 nm)² = 5027 nm². Division by the column area (0.55 nm)² gives N₀ = 16 617 columns. The time constant of defect generation is then

τ = η₀N₀^(1/β) = 100 s × 16 617^0.625 = 4.34 × 10⁴ s.

With so many columns the Weibull form is accurate. The neglected term of H is Nx²/2 = y²/(2N), where y = Nx. It changes F by about exp(−y)y²/(2N), which is largest at y = 2. For one junction this is 1.6 × 10⁻⁵ in absolute failure probability.

The array multiplies the area by 10⁶ at the same voltage and thickness:

η_array = 100 s × (10⁶)^(−0.625) = 100 s × 1.78 × 10⁻⁴ = 17.8 ms.

This is stress time per junction. The mean lifetime of one junction is 100 s × Γ(1.625) = 89.7 s, some five thousand times longer than η_array. For a 1 % chance of array failure,

t_0.01 = 17.8 ms × (−ln 0.99)^0.625 = 1.00 ms.

The junctions cannot all be stressed at once; they are taken in turn (or in small groups), for equal times. With a resistance-area product of 10 Ω µm² at this voltage, one junction has a resistance of 10/0.005027 = 1989 Ω and dissipates (1.2 V)²/1989 Ω = 0.72 mW. A million of them together would dissipate 724 W, and the temperature would not stay fixed. In turn, 17.8 ms for each takes 4.9 h.

The large area ratio amplifies any error in β. From ln η_array = ln η₀ − (ln M)/β at fixed η₀,

d ln η_array/dβ = (ln M)/β².

Here this is 13.8/2.56 = 5.4, so an error of 0.1 in β shifts ln η_array by about 0.54. Direct evaluation gives 10.0 ms for β = 1.5 and 29.6 ms for β = 1.7.

**(g) Let a conducting path also step sideways, so that each cell touches nine cells of the other layer: the one opposite and its eight neighbours. Does the area exponent change?**

A layer of N cells now offers 9N possible two-cell paths, each complete with probability p². The expected number of complete paths is 9Np². The paths are no longer independent, because they share cells. If sharing could be ignored, the chance of having no complete path would be exp(−9Np²), and H = 1 would give

η = τ(9N)^(−1/β).

The importance of sharing can be estimated by counting pairs of paths with a common cell. Each cell has 9 × 8/2 = 36 pairs of partners, and there are 2N cells in the two layers. Such a pair of paths needs three defective cells, so the expected number of complete pairs is 72Np³. Relative to the expected number of paths this is 8p. At failure 9Np² ≈ 1, or p ≈ 1/(3√N), so the ratio falls as 1/√N. For large areas the exponent should stay at −1/β, while the prefactor changes by 9^(−1/β).

A simulation can include the sharing. Each cell of two square layers, joined periodically at their edges, received a random defect time from the law p = (t/τ)^α, with τ and α from part (f). The first complete path set the lifetime. From 3000 lattices at each size, with layers of 32 × 32 and 128 × 128 cells, the times at which 63.2 % had failed gave an exponent of −0.626. For the larger lattice η was 26.1 s, and the formula gives 25.6 s.

The sampling error of ln η is √[q(1 − q)/3000] divided by the probability density of ln t at η. Here q = 1 − 1/e and the density is β/e, which gives about 1.5 %. The 2 % difference in η is too close to this to be assigned to shared cells. The exponent compares two such lifetimes at an area ratio of 16, so its sampling error is √2 × 0.015/ln 16 ≈ 0.008. Sharing should also shift the exponent slightly at these sizes. Subtracting the expected pairs from the expected paths gives H ≈ 9Np²(1 − 8p), so the condition H = 1 raises p by the fraction 4p and η by 4p/α = 5p. This is 5.2 % for the smaller lattice and 1.3 % for the larger, which moves the expected exponent from −0.625 to −0.639. The simulated −0.626 lies within two sampling errors of both values. The simulation therefore cannot resolve the shift, and its close match to −0.625 is accidental.

In practice η₀ is measured, so the factor 9^(−1/β) is already contained in it and cancels from the area ratio.

**(h) Real junctions differ in thickness, have leads and become warm. Estimate what each effect does to the scaling, for the junctions of part (f). Use a local voltage acceleration η ∝ exp(−γV) with γ = 25 per volt.**

*Thickness spread in the array.* Let a junction have thickness d(1 + δ), where δ is random with standard deviation 1 %. Assume that lifetime depends on the field. At voltage V this junction then behaves like one of nominal thickness at V/(1 + δ) ≈ V(1 − δ), and ln η rises by γVδ. The standard deviation of ln η is

σ = 25 × 1.2 × 0.01 = 0.30.

Write η = η₀exp(σz) for a junction, with z a standard normal variable. At early times its failure probability is (t/η₀)^β exp(−βσz). Completing the square in the normal average gives

⟨exp(−βσz)⟩ = exp(β²σ²/2).

The condition M(η_array/η₀)^β exp(β²σ²/2) = 1 then yields

η_array = η₀M^(−1/β) exp(−βσ²/2).

The last factor is exp(−0.072) = 0.93, a loss of 7 %. It does not depend on M, so at large M the exponent is unchanged if the thicknesses vary independently and β keeps its nominal value. In the column model β itself grows with thickness. If it varied by the same 1 % at fixed τ, ln H would gain a further spread of 0.01β ln(τ/t), about 0.24 at t = η_array, on top of βσ = 0.48 and with the same sign. The loss would roughly double and would grow slowly with M. Here η₀ refers to a junction of nominal thickness.

*One larger junction.* Area can also be increased by enlarging a single junction. Four times the area should multiply the lifetime by 4^(−0.625) = 0.42, if the local stress stays fixed. Two effects change that stress, and each is estimated here with the other left out.

Let the leads have a resistance of 20 Ω, and hold the terminal voltage fixed. For 1.2 V across the small junction the terminals need

1.2 V × (1 + 20/1989) = 1.212 V.

The large junction has a quarter of the resistance, 497 Ω, and receives

1.212 V/(1 + 20/497) = 1.165 V.

The lower barrier voltage lengthens the life by exp[25 × (1.2 − 1.1652)] = 2.39. Multiplied by 0.42 this gives 1.00: for these numbers the lead drop hides the area effect almost completely.

For heating, hold the barrier voltage at 1.2 V instead. The power per area is Q = 1.2²/10 = 0.144 W/µm². Let half of it flow into each electrode, treated as a half-space of conductivity k = 50 W/(m K). A point source of power P on the surface of a half-space spreads its heat over hemispheres, so P = −2πs²k dT/ds, and the temperature rise at distance s is P/(2πks). Summing rings of area 2πs ds over a disc of radius r, with power Q/2 per area, gives at its centre

ΔT = ∫₀^r (Q/2)(2πs ds)/(2πks) = Qr/(2k).

This is 58 K for r = 40 nm and 115 K for r = 80 nm. Take η ∝ exp[E/(k_B T)] with E = 0.5 eV and surroundings at 300 K. If the centre temperature is used for the whole junction, the larger one has its life multiplied by a further

exp[(E/k_B)(1/415.2 K − 1/357.6 K)] = 0.11.

For these inputs heating outweighs the area effect itself; with k = 200 W/(m K) the same estimate gives 0.45, comparable to the area factor 0.42. The phrase "fixed stress" has to mean fixed voltage across the barrier and fixed temperature within it, not fixed terminal voltage. An array of equal junctions, stressed in turn through equal leads, meets this condition: each has the same lead drop and the same heating, and both are contained in η₀.

*Comparison with real devices.* Barriers of about 1 nm, diameters of some tens of nanometres and resistance-area products near 10 Ω µm² are roughly those of magnetic memory cells. The stress is 1.2 V over 1.1 nm, or 10.9 MV/cm. It represents an accelerated test and lies well above normal operating voltage, so 17.8 ms is not a service life. The values of η₀, α, γ, E, k and the lead resistance are rough model inputs, and the cell edge is a model length. Junctions whose thicknesses vary independently are still statistically identical, so part (a) holds for the array with F₀ averaged over thickness, but this F₀ is no longer an exact Weibull law. Through the field alone, a thickness spread of 1 % costs 7 % of the array lifetime relative to nominal junctions (the accompanying changes in β, current and heating are left out), while an uncertainty of 0.1 in β moves it by a factor of about 1.7. The two are linked. For a Weibull law the variance of ln t is π²/(6β²) = 0.643, and the spread adds σ² = 0.09. A β estimated from this variance in single junctions is π/√(6 × 0.733) = 1.50 instead of 1.6. The area scaling needs the β of the earliest failures, so the spread must be allowed for when β is fitted.
